# Diffusion-Limited Recombination of Interstitials and Vacancies

## Definitions and conventions

A crystal contains self-interstitials I and vacancies V with number densities \(C_I\) and \(C_V\), in cm⁻³. They diffuse with constant diffusivities \(D_I\) and \(D_V\), in cm²/s. When an interstitial and a vacancy meet, both disappear. The recombination coefficient \(k\), in cm³/s, is defined by

\[
\text{annihilation events per volume and time}=k\,C_I C_V .
\]

The model rests on these assumptions:

- Diffusion is three-dimensional and isotropic, and the two defects move independently.
- Motion is treated as continuous, which requires \(a\) to be much larger than the atomic hop length. When \(a\) spans only a few hops, it acts as an effective radius: on a simple cubic lattice with capture at all sites within two hop lengths, the steady coefficient is about 14% below the continuum value derived here.
- They exert no force on each other until their separation reaches the capture radius \(a\), where they annihilate with certainty.
- The defects are dilute, the crystal is homogeneous on average, and the initial positions are uncorrelated outside contact.

With \(D=D_I+D_V\), the result to be derived for times after the initial transient is

\[
k=4\pi a(D_I+D_V)=4\pi aD .
\]

## From two moving defects to one relative coordinate

Let \(\rho(\mathbf x_I,\mathbf x_V,t)\,d^3x_I\,d^3x_V\) be the expected number of pairs with an interstitial in \(d^3x_I\) and a vacancy in \(d^3x_V\). Each member of the pair produces its own diffusive flux, \(-D_I\nabla_I\rho\) or \(-D_V\nabla_V\rho\).

A pair can also vanish from this count because one member annihilates with a third defect. In a mean-field description, an interstitial meets other vacancies at rate \(kC_V\), and a vacancy meets other interstitials at rate \(kC_I\). Conservation of pairs outside contact then gives

\[
\frac{\partial\rho}{\partial t}
=D_I\nabla_I^2\rho+D_V\nabla_V^2\rho-k(C_I+C_V)\rho .
\]

Homogeneity allows us to write

\[
\rho=C_I(t)C_V(t)\,g(\mathbf r,t),\qquad
\mathbf r=\mathbf x_I-\mathbf x_V .
\]

Here \(g\) is the pair density divided by its uncorrelated value. Without thermal generation, both concentrations fall at the rate \(kC_IC_V\), so

\[
\frac{d(C_IC_V)}{dt}
=-kC_IC_V\,C_V-C_I\,kC_IC_V
=-k(C_I+C_V)C_IC_V .
\]

When \(\rho=C_IC_Vg\) is inserted, this term cancels the third-defect loss. The slow fall of the concentrations therefore drops out of the equation for \(g\), within the mean-field description.

The chain rule gives \(\nabla_I g=\nabla_{\mathbf r}g\) and \(\nabla_V g=-\nabla_{\mathbf r}g\). A second derivative removes the minus sign, so both Laplacians equal \(\nabla_{\mathbf r}^2g\), and

\[
\frac{\partial g}{\partial t}=(D_I+D_V)\nabla_{\mathbf r}^2g
=D\nabla_{\mathbf r}^2g .
\]

The diffusivities add because the variances of independent displacements add. Along one axis, the relative displacement has variance \(2D_It+2D_Vt=2Dt\).

The relative flux is the interstitial flux minus the vacancy flux:

\[
-D_I\nabla_I\rho+D_V\nabla_V\rho
=-(D_I+D_V)C_IC_V\nabla_{\mathbf r}g .
\]

For a spherically symmetric \(g\), the inward flux through the contact sphere is \(4\pi a^2D\,C_IC_V\,g'(a,t)\), where the prime denotes \(\partial/\partial r\). Division by \(C_IC_V\) gives

\[
k(t)=4\pi a^2D\,g'(a,t).
\]

The boundary and initial conditions are \(g(a,t)=0\), because pairs vanish at contact; \(g\to1\) as \(r\to\infty\), because distant defects are uncorrelated; and \(g(r,0)=1\) for \(r>a\).

## The steady profile

At late times set \(\partial g/\partial t=0\). The spherical Laplacian gives

\[
\frac1{r^2}\frac{d}{dr}\left(r^2\frac{dg}{dr}\right)=0
\quad\Longrightarrow\quad
r^2\frac{dg}{dr}=A
\quad\Longrightarrow\quad
g=B-\frac Ar .
\]

The condition at infinity gives \(B=1\), and \(g(a)=0\) gives \(A=a\). Thus

\[
g(r)=1-\frac ar,\qquad g'(a)=\frac1a,
\]

and

\[
k=4\pi a^2D\,\frac1a=4\pi aD .
\]

The coefficient is proportional to the radius, although the capture area is proportional to its square. A larger sphere has a more extended depletion zone, and its contact gradient \(g'(a)=1/a\) is smaller, which cancels one power of \(a\).

Three dimensions matter here. In two dimensions the steady radial solution is \(B+A\ln r\). It approaches a finite value at infinity only if \(A=0\), and then it cannot vanish at contact. No constant coefficient of this kind follows for defects confined to an infinite plane.

## The approach to the steady state

Define \(u=rg\). Since

\[
\frac{\partial^2(rg)}{\partial r^2}
=\frac{\partial}{\partial r}(g+rg')
=2g'+rg''
=r\left(g''+\frac2r g'\right)
=r\nabla^2g ,
\]

the function \(u\) obeys the one-dimensional equation \(\partial u/\partial t=D\,\partial^2u/\partial r^2\). Its conditions are \(u(a,t)=0\) and \(u(r,0)=r\).

Let \(y=r-a\), so that the initial function is \(y+a\). The part \(y\) already vanishes at contact and does not change with time. For the constant part \(a\), try \(aF(\eta)\) with \(\eta=y/\sqrt{4Dt}\). Then

\[
\frac{\partial F}{\partial t}=-\frac{\eta}{2t}F',\qquad
D\frac{\partial^2F}{\partial y^2}=\frac1{4t}F'' ,
\]

where primes on \(F\) denote derivatives with respect to \(\eta\). Equating the two gives \(F''=-2\eta F'\), hence \(F'\propto e^{-\eta^2}\). The conditions \(F(0)=0\) and \(F(\infty)=1\) select the error function, \(F=\operatorname{erf}\eta\). With \(\operatorname{erfc}=1-\operatorname{erf}\),

\[
u=r-a+a\operatorname{erf}\eta=r-a\operatorname{erfc}\eta,
\]

\[
g(r,t)=1-\frac ar\operatorname{erfc}\!\left(\frac{r-a}{\sqrt{4Dt}}\right).
\]

Because \(u(a,t)=0\), the contact gradient is \(g'(a,t)=u'(a,t)/a\). The derivative of \(\operatorname{erf}\eta\) at \(\eta=0\) is \(2/\sqrt\pi\), so

\[
u'(a,t)=1+a\,\frac{2}{\sqrt\pi}\frac1{\sqrt{4Dt}}
=1+\frac a{\sqrt{\pi Dt}} .
\]

Therefore

\[
k(t)=4\pi aD\left(1+\frac a{\sqrt{\pi Dt}}\right)
=k\left(1+\sqrt{\frac{\tau}{t}}\right),
\qquad \tau=\frac{a^2}{\pi D}.
\]

The excess comes from the uniform start: compared with the steady profile, it contains extra pairs of relative density \(a/r\), which are captured gradually. At late times the extra captures come mainly from pairs that started at distances of order \(\sqrt{Dt}\), not from close pairs. The excess falls slowly: \(k(t)/k\) is 2 at \(t=\tau\), 1.1 at \(100\tau\) and 1.01 at \(10^4\tau\). The divergence at \(t\to0\) belongs to the continuum model, which does not describe times shorter than an atomic hop.

## The same function for a single pair

Let \(S(r_0,t)\) be the probability that an isolated pair, initially separated by \(r_0\), has survived until \(t\). During a first short interval \(dt\), the separation changes by a random vector \(\boldsymbol\delta\) with zero mean and \(\langle\delta_i\delta_j\rangle=2D\,dt\,\delta_{ij}\), where \(\delta_{ij}\) is the Kronecker symbol. Averaging the later survival over this first displacement gives

\[
S(\mathbf r_0,t+dt)=\langle S(\mathbf r_0+\boldsymbol\delta,t)\rangle
=S+D\,dt\,\nabla_0^2S .
\]

Thus \(S\) obeys the same diffusion equation as \(g\), with the same boundary and initial values, so \(S=g\). The capture probability is

\[
P(r_0,t)=1-S=\frac a{r_0}
\operatorname{erfc}\!\left(\frac{r_0-a}{\sqrt{4Dt}}\right)
\;\longrightarrow\;\frac a{r_0}\quad(t\to\infty).
\]

A pair created close together thus has its own recombination probability, which the product \(C_IC_V\) does not describe.

For \(r_0=2a\) and \(Dt=a^2\), the formula gives \(P=0.240\). A simulation of 40,000 pairs, with the two defects moved separately by Gaussian steps and \(D_I=0.6D\), \(D_V=0.4D\), gave 0.236 with a statistical standard error of 0.002. Finite steps can also miss brief contacts, which lowers the simulated value. Using \(D_I\) alone in the formula would give 0.181.

The bulk coefficient can be recovered by adding the captures from all uncorrelated starting separations. Put \(\ell=\sqrt{4Dt}\) and \(r_0=a+\ell s\):

\[
\int_a^\infty4\pi r_0^2P\,dr_0
=4\pi a\ell\int_0^\infty(a+\ell s)\operatorname{erfc}s\,ds .
\]

Integration by parts gives \(\int_0^\infty\operatorname{erfc}s\,ds=1/\sqrt\pi\) and \(\int_0^\infty s\operatorname{erfc}s\,ds=1/4\). Hence

\[
\int_a^\infty4\pi r_0^2P\,dr_0
=4\pi a\left(\frac{a\ell}{\sqrt\pi}+\frac{\ell^2}{4}\right)
=4\pi aD\left(t+2\sqrt{\tau t}\right).
\]

This equals \(\int_0^tk(t')\,dt'\), as it should: the rate coefficient counts the same captures.

## Finite density in a regular cell

A cell model shows how finite density changes the rate when the partners are evenly spaced. Put one partner at the centre of a sphere of radius \(b\), let the relative coordinate diffuse with \(D\), and make the outer surface reflecting. A decaying mode \(g\propto e^{-D\kappa^2t}\) has \(u=rg\propto\sin[\kappa(r-a)]\). The condition \(g'(b)=0\) means \(u'(b)=u(b)/b\), or

\[
\kappa b=\tan[\kappa(b-a)] .
\]

Set \(x=\kappa b\) and \(\epsilon=a/b\). The slowest mode has small \(x\) when \(\epsilon\) is small, and

\[
x(1-\epsilon)=\arctan x=x-\frac{x^3}{3}+\frac{x^5}{5}-\cdots
\quad\Longrightarrow\quad
\epsilon=\frac{x^2}{3}-\frac{x^4}{5}+\cdots .
\]

To leading order \(x^2=3\epsilon\). Substitution into the next term gives

\[
x^2=3\epsilon+\frac35(3\epsilon)^2+\cdots
=3\epsilon\left(1+\frac95\epsilon+\cdots\right).
\]

With \(V_{\rm cell}=4\pi b^3/3\), the decay rate is

\[
D\kappa^2=\frac{Dx^2}{b^2}
=\frac{4\pi aD}{V_{\rm cell}}
\left(1+\frac{9a}{5b}+\cdots\right).
\]

The leading term is \(k\) times the density of one partner per cell. For \(b=20a\), the lowest eigenvalue of a finite-volume discretization exceeds that term by 9.7%, while the first correction gives 9%. The whole correction, including its proportionality to \(a/b\), belongs to this regular cell and is not an error estimate for randomly placed defects. For example, a single fixed vacancy among independently moving, randomly placed interstitials of constant density \(C_I\) survives with probability \(\exp[-C_I\int_0^tk(t')\,dt']\), where \(k(t)\) is evaluated with \(D=D_I\). The exponent contains no correction proportional to \(a/b\). If \(b\) now denotes the radius of a sphere that holds one interstitial on average, the relative transient term in \(k(t)\) at \(t=1/(kC_I)\) is \(\sqrt{\tau kC_I}=\sqrt{3/\pi}\,(a/b)^{3/2}\), which is of higher order.

## Thermal generation and incomplete capture

At finite temperature the crystal also creates pairs. Suppose creation and annihilation at contact are fast enough to hold the pair density there at its equilibrium value \(C_I^*C_V^*\), instead of zero. The steady solution between this value and the distant value \(C_IC_V\) is

\[
\rho(r)=C_IC_V-\left(C_IC_V-C_I^*C_V^*\right)\frac ar .
\]

Its inward flux, \(4\pi a^2D\rho'(a)\), gives the net loss

\[
R=k\left(C_IC_V-C_I^*C_V^*\right).
\]

The loss vanishes in equilibrium, as detailed balance requires. The generation term \(kC_I^*C_V^*\) counts pairs that separate and become independent, not those that recombine at once.

If contact does not guarantee annihilation, let the reaction rate at contact be \(k_cg(a)\), without thermal generation. With \(g=1-A/r\), equality of diffusion and reaction requires

\[
4\pi DA=k_c\left(1-\frac Aa\right)
\quad\Longrightarrow\quad
A=\frac{k_c}{4\pi D+k_c/a}.
\]

The effective coefficient is therefore

\[
k_{\rm eff}=4\pi DA=\frac{k_c\,(4\pi aD)}{k_c+4\pi aD}.
\]

For \(k_c\gg4\pi aD\) it tends to the diffusion-limited value. For \(k_c\ll4\pi aD\) it tends to \(k_c\), and the reaction barrier sets the rate. A long-range force needs a drift term in the pair equation, and anisotropic diffusion needs a diffusion tensor; neither is covered by the formula for \(k\).

## Worked example

Take the round model parameters \(a=0.5\) nm \(=5\times10^{-8}\) cm, \(D_I=10^{-10}\) cm²/s and \(D_V=10^{-11}\) cm²/s. The initial concentrations are \(C_I=C_V=C_0=10^{16}\) cm⁻³, and both equilibrium concentrations are \(10^{14}\) cm⁻³. Then

\[
k=4\pi(5\times10^{-8})(1.1\times10^{-10})
=6.91\times10^{-17}\ {\rm cm^3/s}
=6.91\times10^{-23}\ {\rm m^3/s}.
\]

The interstitial contributes \(6.28\times10^{-17}\) cm³/s and the vacancy \(0.63\times10^{-17}\) cm³/s. Omitting the slower defect lowers \(k\) by 9.1% relative to its full value.

With the steady coefficient, the annihilation rate at the initial concentrations is

\[
kC_0^2=(6.91\times10^{-17})(10^{16})^2
=6.91\times10^{15}\ {\rm cm^{-3}\,s^{-1}} .
\]

Thermal generation is \(6.91\times10^{11}\) cm⁻³ s⁻¹, a fraction \(10^{-4}\) of this. When both concentrations have halved, annihilation has fallen by a factor of four and the fraction is still only \(4\times10^{-4}\). Generation is therefore neglected in the half-time below; including it would lengthen the half-time by about \(3\times10^{-4}\) s, or 0.02%.

For equal concentrations \(C\), the equation \(dC/dt=-k(t)C^2\) integrates to

\[
\frac1C-\frac1{C_0}=k\left(t+2\sqrt{\tau t}\right).
\]

At \(C=C_0/2\) the left side is \(1/C_0\). With \(t_0=1/(kC_0)\), completing the square gives

\[
t+2\sqrt{\tau t}=t_0
\quad\Longrightarrow\quad
\left(\sqrt t+\sqrt\tau\right)^2=t_0+\tau
\quad\Longrightarrow\quad
\sqrt{t_{1/2}}=\sqrt{t_0+\tau}-\sqrt\tau .
\]

The two times are

\[
t_0=\frac1{(6.91\times10^{-17})(10^{16})}=1.447\ {\rm s},
\qquad
\tau=\frac{(5\times10^{-8})^2}{\pi(1.1\times10^{-10})}
=7.23\times10^{-6}\ {\rm s}.
\]

Including the transient gives \(t_{1/2}=1.440\) s, which is 0.45% shorter than \(t_0\). The reduction is far larger than \(\tau/t_0\) because the excess rate decays as \(t^{-1/2}\): for \(\tau\ll t_0\), the relative reduction is approximately \(2\sqrt{\tau/t_0}\).

A cell containing one partner at the initial density has radius

\[
b=\left(\frac3{4\pi C_0}\right)^{1/3}=28.8\ {\rm nm},
\qquad \frac ab=0.0174,
\]

so for evenly spaced partners the first-order cell correction would be \(\tfrac95(0.0174)=3.1\%\) of the dilute rate. The defects in this example are randomly placed, so this number does not measure their error. The mean-field description also omits correlations between defects of the same kind. Their effect scales as \(\sqrt{C_0a^3}\), like the transient term; in a linearized treatment of these correlations it lengthens the half-time by about 0.04% here, roughly a tenth of the transient shift. Within the mean-field model the half-time is about 1.4 s, with or without the transient. Since \(a=0.5\) nm is only a few atomic hops, the uncertainty in the effective radius outweighs all of these small corrections in a real crystal.
